Short-range-order diffuse scattering and effective pair interactions in binary alloys, part 1

(Sections cited here and not found follow in the second part.)

**First half: from pair correlations to diffuse intensity**

In a Monte Carlo simulation of an fcc alloy with one quarter A atoms at 800 K, the diffuse scattering at the X point is 2.20 ± 0.03 times what the same atoms would give if placed on the lattice at random. At the Γ point the factor is 0.39 ± 0.01. Simple mean-field theory, given the interactions used in the simulation, predicts 3.41 at X. This half explains why order moves intensity from one part of reciprocal space to another. The second half explains how the interactions decide the amount, and why the simple prediction is so far off.

*Setting*

The N sites R_i form a Bravais lattice with periodic boundaries. The occupation number p_i is 1 if site i holds an A atom and 0 if it holds a B atom. Angle brackets denote an average over configurations in thermal equilibrium. A large sample contains many independent regions, so its measured intensity is identified with this average. The alloy has no long-range order, so every site has the same mean occupation:

⟨p_i⟩ = c_A,  c_B = 1 − c_A.

The composition of the whole crystal may fluctuate about c_A, as it does when the chemical potential is fixed. The effect of holding it fixed is worked out below for the component at q = 0 and, for a random arrangement, for the pair correlations.

Three assumptions are made about the scattering. It is weak enough for each wave to scatter once. The atoms sit on the lattice sites, without thermal or static displacements. All atoms of one kind scatter alike, with amplitude f_A or f_B, so the incoherent neutron scattering from isotopes and nuclear spins is not included. With q the scattering vector, the amplitude and the intensity are

A(q) = Σ_i f_i exp(iq·R_i),  I(q) = ⟨|A(q)|²⟩.

*Separating the average lattice from the fluctuations*

The amplitude of site i is f_A when p_i = 1 and f_B when p_i = 0, so

f_i = f_A p_i + f_B (1 − p_i) = f_B + (f_A − f_B) p_i.

Write p_i = c_A + δp_i, where ⟨δp_i⟩ = 0, and let Δ = f_A − f_B. The constant part of f_i is then

f_B + Δ c_A = c_A f_A + (1 − c_A) f_B = c_A f_A + c_B f_B ≡ f̄,

and therefore f_i = f̄ + Δ δp_i. The amplitude splits into two sums:

A(q) = f̄ S(q) + Δ D(q),
S(q) = Σ_i exp(iq·R_i),
D(q) = Σ_i δp_i exp(iq·R_i).

Its squared modulus is

|A|² = |f̄|² |S|² + |Δ|² |D|² + 2 Re(f̄ Δ* S D*).

The sum S is the same for every configuration, and ⟨D⟩ = 0 because every δp_i averages to zero. The cross term therefore vanishes on averaging:

I(q) = |f̄|² |S(q)|² + |Δ|² ⟨|D(q)|²⟩.

The first term is the Bragg scattering of a crystal in which every site carries the mean amplitude. With periodic boundaries, q takes N distinct values in one Brillouin zone. S equals N at reciprocal-lattice vectors and zero at the other allowed q. The second term is the diffuse scattering. It depends on the difference of the two amplitudes, because exchanging two atoms that scatter alike changes nothing that the beam can detect.

*Warren-Cowley parameters*

Written out, the average in the diffuse term is

⟨|D(q)|²⟩ = Σ_i Σ_j ⟨δp_i δp_j⟩ exp[iq·(R_i − R_j)].

The correlations can be expressed through neighbour probabilities. Let P_AB(R) be the probability that the site at R from an A atom holds a B atom. The probability of finding A on site i and B on site j, with R = R_j − R_i, is then c_A P_AB(R). It is also the average of p_i (1 − p_j), since this product is 1 for that pair of occupants and 0 otherwise. Hence

c_A P_AB(R) = ⟨p_i⟩ − ⟨p_i p_j⟩.

From p_i = c_A + δp_i it follows that ⟨p_i p_j⟩ = c_A² + ⟨δp_i δp_j⟩, because the terms linear in δp average to zero. Therefore

c_A P_AB(R) = c_A − c_A² − ⟨δp_i δp_j⟩ = c_A c_B − ⟨δp_i δp_j⟩.

Solving for the correlation gives

⟨δp_i δp_j⟩ = c_A c_B − c_A P_AB(R) = c_A c_B [1 − P_AB(R)/c_B].

The bracket is the Warren-Cowley parameter:

α(R) = 1 − P_AB(R)/c_B,  ⟨δp_i δp_j⟩ = c_A c_B α(R).

For random occupation P_AB = c_B, and α(R) = 0 for R ≠ 0. A negative α(R) means more unlike pairs at that separation than chance would give, and a positive one means fewer. At R = 0 an A atom cannot also be a B atom, so P_AB(0) = 0 and α(0) = 1. The correlation agrees: since p_i² = p_i, ⟨δp_i²⟩ = c_A − c_A² = c_A c_B.

The parameter is bounded below. P_AB cannot exceed 1, so α(R) ≥ 1 − 1/c_B = −c_A/c_B. The correlation is symmetric in the two species, and the same argument starting from a B atom gives α(R) ≥ −c_B/c_A. For c_A = 0.25 the stronger bound is −1/3, reached when no A atom has another A atom at separation R.

*The diffuse intensity*

Insert the correlation into the double sum. For each site i, the sum over j runs over all separations R = R_j − R_i, and each of the N sites gives the same result:

⟨|D(q)|²⟩ = N c_A c_B Σ_R α(R) exp(−iq·R).

Translation invariance gives ⟨δp_0 δp_R⟩ = ⟨δp_(−R) δp_0⟩, so α(R) = α(−R). The sine parts from R and −R cancel, and the cosines remain. The diffuse intensity is

I_diff(q) = N c_A c_B |f_A − f_B|² α(q),
α(q) = Σ_R α(R) cos(q·R).

The prefactor per site, c_A c_B |f_A − f_B|², is the Laue monotonic scattering. It is the whole diffuse intensity of a random alloy, for which the R = 0 term alone survives and α(q) = 1. The function α(q) is thus the diffuse intensity in Laue units. No assumption about the forces between the atoms has been made. Under the stated scattering assumptions the formula holds for any homogeneous equilibrium state without long-range order.

*Positivity and the sum rule*

Two properties serve as checks on data and on approximations. First,

α(q) = ⟨|D(q)|²⟩/(N c_A c_B) ≥ 0.

A set of parameters whose Fourier series goes negative somewhere cannot be the complete set for an alloy. The condition applies to the full series only. Correct parameters cut off after a few shells can give a negative sum: in the example below, the first shell alone gives 1 + 12(−0.0964) ≈ −0.16 at Γ. A negative value therefore means that the parameters are wrong or that the omitted shells matter.

Second, let ⟨…⟩_q denote the mean over the N allowed wave vectors of one zone. For a lattice vector R, ⟨cos(q·R)⟩_q is 1 if R = 0 and 0 otherwise, because the phase factors are then evenly spaced around the unit circle along at least one lattice direction. Multiplying the series by cos(q·R) and averaging gives the inverse relation

α(R) = ⟨α(q) cos(q·R)⟩_q.

At R = 0 this becomes

⟨α(q)⟩_q = α(0) = 1.

Short-range order therefore redistributes the Laue intensity over the zone without changing its mean. An excess at X must be paid for elsewhere, and in the example part of the payment is made at Γ.

At q = 0, D is the deviation of the number of A atoms from its mean, so α(0,0,0) measures composition fluctuations. In a crystal of fixed composition D(0) = 0 in every configuration, and this one Fourier component vanishes. For a random arrangement of fixed composition, all N − 1 separations R ≠ 0 are equivalent. The condition Σ_R α(R) = 0 then gives α(R) = −1/(N − 1). One component out of N has been removed, and in this case the effect on α(R) is of order 1/N. In a macroscopic sample of fixed composition, the value at Γ is to be read as the limit of small but nonzero q.

*What displacements would change*

If atom i sits at R_i + u_i, each term of the double sum acquires the factor exp[iq·(u_i − u_j)]. Expanded for small displacements, this is

1 + iq·(u_i − u_j) + …

The first term gives the results above. The second does not vanish in general, because the mean displacement of a pair can depend on which atoms form it: large atoms push their neighbours away. Its contribution is the scalar product of q with a vector function that repeats with the reciprocal lattice. Adding a reciprocal-lattice vector to q therefore changes it, unless that vector is perpendicular to the function at that point, whereas α(q) repeats unchanged. This difference in behaviour allows the two contributions to be separated in data taken over several zones. This removes the linear term only. The terms of second and higher order, thermal diffuse scattering among them, remain. For uncorrelated displacements with mean square ⟨u²⟩ along each axis they add |f̄|²[1 − exp(−q²⟨u²⟩)] per site and damp the R ≠ 0 terms of α(q) by exp(−q²⟨u²⟩). With ⟨u²⟩ ≈ 0.019 Å², a rough value for a copper-like metal at 800 K, a = 3.7 Å and the scattering lengths used below, the added intensity at X is about 1.6 fm²/sr, a quarter of the Laue level, and it grows in the outer zones. The formula for I_diff applies only after these terms have been removed or corrected for as well. For X-rays, f_A and f_B also vary with |q|, so the intensity must be divided by the Laue factor at each q before the inverse relation is used.

*The series in numbers*

The example uses neutron scattering lengths of 10 fm for A and 4 fm for B, chosen as round values. The Laue level per atom is

0.25 × 0.75 × (10 − 4)² fm²/sr = 0.1875 × 36 fm²/sr = 6.75 fm²/sr.

Since 1 fm² is 10 mb, this is 67.5 mb/sr.

In the simulation, a first neighbour of an A atom is a B atom with probability 0.8221. The mean composition over the run was c_A = 0.2502, so

α(first shell) = 1 − 0.8221/0.7498 = −0.0964.

The probability of an unlike neighbour exceeds the random value by 9.6 per cent of that value.

To evaluate the series, write R = (a/2)(n₁, n₂, n₃), with a the cubic lattice constant and the sum of the integers even. Write q = (2π/a)(h, k, l). At X = (1, 0, 0) the phase is q·R = πn₁, and each term is +1 or −1 according to whether n₁ is even or odd. The shell sums follow by counting:

- (1,1,0), 12 sites: 4 with n₁ even and 8 odd, sum −4.
- (2,0,0), 6 sites: all even, sum +6.
- (2,1,1), 24 sites: 8 even and 16 odd, sum −8.
- (2,2,0), 12 sites: all even, sum +12.

The simulated parameters of these shells are −0.0964, 0.0735, 0.0094 and 0.0145. Through the fourth shell the series gives

α(X) ≈ 1 + 4(0.0964) + 6(0.0735) − 8(0.0094) + 12(0.0145)
 ≈ 1 + 0.386 + 0.441 − 0.075 + 0.174 ≈ 1.93.

The value taken directly from the simulated amplitudes is 2.20 ± 0.03. More distant shells therefore supply about 13 per cent of the peak, although each of their parameters may be small. At X many sites of a shell can contribute with the same sign, and a short series underestimates the maximum here. The diffuse cross-section at X is

6.75 × 2.20 fm²/sr ≈ 14.9 fm²/sr = 149 mb/sr per atom.

*Computing α(q) on an fcc lattice*

A fast Fourier transform works on a regular array of indices. The sites can be indexed along the primitive lattice vectors, or, as is done here, placed on a cubic grid with empty points. A crystal of L × L × L cubic cells fits into a grid of (2L)³ points with spacing a/2. The N = 4L³ points with an even coordinate sum are sites, and the others are set to zero. The transform then covers 0 ≤ h, k, l < 2, a volume of 8 in units of (2π/a)³. The fcc zone has volume 4, so every wave vector appears twice, once at (h, k, l) and once at (h+1, k+1, l+1). An average over the grid is still an average over the zone.

If the occupations p_i are transformed without subtracting their mean, the Bragg part must be removed at (0,0,0) and at (1,1,1). With P(q) = |Σ_i p_i exp(iq·R_i)|²,

α(q) = [⟨P(q)⟩/N − N c_A² (at these two points)]/(c_A c_B).

The subtracted number is large, so c_A must be the mean over the same set of configurations as ⟨P⟩. If the assumed composition is wrong by ε, the value at these points is wrong by about 2N c_A ε/(c_A c_B), which grows with the size of the crystal.

This half has shown that, under the stated scattering assumptions, the diffuse intensity in Laue units is the Fourier series of the Warren-Cowley parameters, and that short-range order redistributes this intensity over the zone without changing its mean. It remains to find how the interactions between atoms determine α(q), and why simple mean-field theory overestimates the peak at X.
